Metal image screening of a core hole near a silicon contact

**Question.** A thin metal film lies on silicon, and photoelectrons from silicon core levels escape through the film. The core-line position relative to the metal Fermi level is used to find the band bending. How much does the metal's screening of a core hole 1 nm inside the silicon shift this line, how does the shift scale, and when can it be mistaken for a change of band bending?

**Answer**

**What is being compared**

The binding energy E_B is counted positive downward from the metal Fermi level. It is a difference of total energies: the energy with the core electron removed and placed at the Fermi level, minus the energy of the initial state. The position of a core line therefore contains two kinds of information. One is the electrostatic potential that was present before the photon arrived, which includes band bending. The other is the response of the surroundings to the hole.

The hole is treated as a point charge +e at depth d in silicon of relative permittivity ε. The reference is the same hole deep in silicon, with the same local band position. The energy of the ionized atom and the polarization of the silicon immediately around it are then taken to be common to both cases. What remains is the effect of the interface. The line considered is the fully relaxed one, for which the electrons of silicon and metal have adjusted to the hole; satellites that leave them excited are excluded.

Let the charge of the hole be built up as xe, with x going from 0 to 1. In linear response the potential that the interface induces at the hole is xφ, where φ belongs to the full charge. The added energy is

W = ∫₀¹ (xφ) e dx = ½eφ.

The factor ½ arises because the induced potential grows together with the charge. A negative φ gives a negative W: the final state is lowered, and the binding energy falls by |W|.

**The induced potential**

Let silicon fill z > 0 and another medium, of permittivity ε_L, fill z < 0. If that medium is a metal, Thomas-Fermi screening gives it an induced charge density −ε₀ε_Lφ/λ², where λ is its screening length. The potential is expanded in waves along the interface:

φ_tot(ρ,z) = (e/ε₀) ∫ d²k/(2π)² exp(ik·ρ) g(k,z).

Poisson's equation becomes, for each k,

−(εg′)′ + εs²g = δ(z−d),

where ε stands for the local permittivity. In a dielectric s = k, and in the metal s² = k² + 1/λ². From here on ε again means the silicon value, and s the value in the other medium. The solutions that decay away from the source are

z > 0: g = [exp(−k|z−d|) + B exp(−kz)]/(2εk),
z < 0: g = C exp(sz).

The first term has a slope that jumps by −1/ε at z = d, as the delta function requires. Continuity of g at z = 0 gives

C = [exp(−kd) + B]/(2εk).

Continuity of permittivity times slope gives

[exp(−kd) − B]/2 = ε_L s C.

Inserting C and multiplying by 2εk leaves

εk[exp(−kd) − B] = ε_L s[exp(−kd) + B].

Collecting the terms in B, one finds

B = −R exp(−kd), R = (ε_L s − εk)/(ε_L s + εk).

The term with B is the interface contribution. At the hole it equals −R exp(−2kd)/(2εk). Since d²k = 2πk dk after the angular integration, the factor k cancels:

φ = −[e/(4πε₀ε)] ∫₀^∞ R exp(−2kd) dk.

Hence

W = −[e²/(8πε₀ε)] ∫₀^∞ R exp(−2kd) dk.

The exponential selects wavenumbers of order 1/(2d). A hole at depth d therefore probes the interface on lateral scales of order 2d.

**The ideal metal**

An ideal metal screens at once, so λ → 0, s → ∞ and R = 1. The integral is 1/(2d), and

W = −A/d, A = e²/(16πε₀ε).

One factor of 2 in the denominator comes from the charging work and another from the distance 2d between the hole and its image.

A mechanical calculation checks both factors. The hole and an image charge −e on the other side give a normal field on the metal plane of magnitude

E(r) = 2ed/[4πε₀ε(r² + d²)^(3/2)].

The electrostatic pull per unit area is ½ε₀εE². Since ∫₀^∞ r dr/(r² + d²)³ = 1/(4d⁴), the total force is

F = ½ε₀ε · 4e²d²/(4πε₀ε)² · 2π/(4d⁴) = e²/(16πε₀εd²) = A/d².

Pulling the hole from d to infinity costs ∫_d^∞ A/D² dD = A/d. The bound energy is the negative of this work, as found above.

For silicon I take ε = 11.7. With e²/(4πε₀) = 1.4400 eV nm,

A = 1.4400/(4 × 11.7) = 0.0308 eV nm.

At d = 1 nm the result is W = −0.0308 eV: the apparent binding energy is about 0.03 eV lower than for the deep hole. A numerical solution of the layered Poisson equation with a grid spacing of 0.002 nm also gives −0.0308 eV.

The shift is inversely proportional to both depth and permittivity. Its slope with depth is A/d², or about 0.03 eV per nm at 1 nm, so an error of 0.1 nm in the depth changes the estimate by about 0.003 eV, a tenth of its value.

**A different reference nearly doubles the change**

An experiment may compare the line before and after metal deposition instead of comparing it with deep silicon. Before deposition the other medium is vacuum, with ε_L = 1 and s = k. Then

R = (1−ε)/(1+ε), W_vac = +(A/d)(ε−1)/(ε+1).

The sign is positive because vacuum polarizes less than the silicon it replaces, so the hole is less well screened than in the bulk. At 1 nm, W_vac = 0.0308 × 10.7/12.7 = +0.0259 eV. At fixed depth and fixed band position, deposition of an ideal metal changes the energy by

−A/d − W_vac = −(A/d) · 2ε/(ε+1) = −0.0567 eV.

The figure of 0.03 eV thus belongs to the deep-silicon reference. A clean-surface line from the same depth is a different zero, and using it without correction makes the apparent band movement nearly twice as large.

**A metal with a finite screening length**

For a metal with ε_L = 1 and λ = 0.05 nm, the important wavenumbers at d = 1 nm satisfy kλ ≈ λ/(2d) = 0.025. Therefore s ≈ 1/λ, and

R ≈ (1 − εkλ)/(1 + εkλ).

The relevant small quantity is εkλ, not kλ. The reason is the continuity of electric displacement: a given field in silicon becomes ε times larger on entering a medium with ε_L = 1, so even a short penetration costs an appreciable potential.

If εkλ is small, ln R = −2εkλ up to terms of third order. Replacing R by exp(−2εkλ) gives

W ≈ −[e²/(8πε₀ε)] ∫₀^∞ exp[−2k(d+ελ)] dk = −A/(d+ελ).

The effective image plane lies a distance ελ behind the metal surface. Here ελ = 11.7 × 0.05 = 0.585 nm, which is not small beside 1 nm. The simple form gives −0.0308/1.585 = −0.0194 eV, while the full integral gives −0.0188 eV, also found on the grid. Field penetration leaves 61% of the ideal shift. At d = 10 nm, where d is much larger than ελ, the simple form and the full integral agree within 0.2%.

The opposite limit is different in kind. When d is much smaller than λ, the important k is much larger than 1/λ, s tends to k, and R tends to (1−ε)/(1+ε). The metal then screens no better than vacuum, and the shift is positive. The change of sign comes earlier, on the scale of ελ rather than λ. For the present λ the integral is most negative, −0.024 eV, near d = 0.45 nm and passes through zero at d = 0.18 nm, about 0.3ελ. That depth is below a bond length, where neither the continuum nor the Thomas-Fermi model can be trusted. It does show that the 1/d divergence of the ideal formula must not be carried to the interface.

A displacement of the image plane into silicon acts the other way. Metal electron states have tails in the silicon band gap, and these can carry some of the screening charge on the silicon side. If the effective plane lies 0.2 nm inside silicon, the hole is 0.8 nm from it, and

W = −0.0308/0.8 = −0.0385 eV.

The two trials give 0.019 and 0.039 eV. They are not bounds, but they show that "about 0.03 eV" is an estimate with an uncertainty of at least 0.01 eV. The 0.2 nm displacement is only a trial value: a local Thomas-Fermi treatment of the tails, with trial densities of 1 to 4.5 × 10¹⁴ states per cm² and eV decaying over 0.15 to 0.3 nm in front of the λ = 0.05 nm metal, gives 0.035 to 0.063 eV, while λ = 0.07 nm without tails gives 0.016 eV. The ideal formula, with d measured from the effective image plane, holds only when d is large beside the displacement of that plane: for λ = 0.05 nm it is too large by 3% at 1 nm and by 17% at 0.5 nm.

**How it resembles band bending**

Consider n-type silicon with donor density N, depleted to a width w. The bands rise toward the metal by V, taken here as an energy. Within the depletion approximation the field at depth z has magnitude eN(w−z)/(ε₀ε), because it is produced by the donor charge between z and w. A core level near the metal lies closer to the Fermi level than a deeper one, so its true binding energy rises with depth by

U(d) = (e²N/ε₀ε) ∫₀^d (w−z) dz = (e²N/ε₀ε)(wd − d²/2).

Setting U(w) = V gives V = e²Nw²/(2ε₀ε), and therefore

w² = 2ε₀εV/(e²N), U(d) = V[1 − (1−d/w)²].

For d much smaller than w, U ≈ 2Vd/w, which is linear in depth.

With N = 10¹⁷ cm⁻³ and V = 0.60 eV, w = 88.1 nm. Over the first nanometre the true rise is 0.0135 eV. The image shift at 1 nm is more than twice this.

One can ask what doping would make the true band change over the first nanometre equal to the image shift, with V held at 0.60 eV. The condition U(d) = 0.0308 eV gives

(1−d/w)² = 1 − 0.0308/0.60 = 0.949,

so d/w = 0.026 and w = 38.5 nm. Because N varies as 1/w² at fixed V,

N = 10¹⁷ × (88.1/38.5)² = 5.2 × 10¹⁷ cm⁻³.

This compares sizes only. A measured line contains both terms, and the image shift at 1 nm is a difference from deep silicon, not a drop across the first nanometre, so this density is not what a fit to data would return.

The effect on the band bending itself follows from the sign. Suppose that the drop U(d) has been allowed for and that deep silicon is the reference. The image shift then still looks like an upward band movement of 0.031 eV. On n-type silicon, where the bands bend upward, 0.60 eV is read as 0.631 eV. On p-type silicon with 0.60 eV of downward bending, the apparent value is 0.569 eV. The error is 5% of the bending in either case.

No band has moved in the initial state. The image charge appears in response to the core hole, so this shift must not be entered as an electrostatic potential in a transport calculation. A mobile electron or hole induces its own image and feels the same −A/z whatever its sign; this enters transport separately, as image-force lowering of the barrier, here 0.041 eV at 1.5 nm for the ideal metal.

**Telling the two apart**

The dependence on depth provides one distinction, as far as single depths can be resolved; the averaging in a measured line, treated below, weakens it. For the ideal metal and the depletion layer above:

depth 0.5 nm: image −0.0615 eV, depletion +0.0068 eV
depth 1 nm: image −0.0308 eV, depletion +0.0135 eV
depth 2 nm: image −0.0154 eV, depletion +0.0269 eV
depth 4 nm: image −0.0077 eV, depletion +0.0533 eV

The image values are relative to deep silicon and the depletion values relative to the interface; the different zeros do not affect changes with depth. Both contributions make the binding energy rise with depth on n-type silicon, which is why they can be confused. Between 0.5 and 1 nm the image term rises by 0.031 eV and depletion by 0.007 eV. Between 2 and 4 nm the order is reversed: 0.008 eV against 0.026 eV. A steep change that flattens within a few nanometres points to the image term, provided that chemical shifts near the interface have been separated. This signature belongs to the ideal metal. For the metal with λ = 0.05 nm the image term is −0.0242, −0.0188, −0.0118 and −0.0067 eV at 0.5, 1, 2 and 4 nm. Its rise between 0.5 and 1 nm is then only 0.005 eV, less than the depletion rise of 0.007 eV. The absence of a steep change therefore does not exclude an image shift of about 0.02 eV.

The doping type provides a second distinction. Ionized acceptors have the opposite charge to donors, so the depletion slope changes sign on p-type silicon. The image shift does not, because it depends on the square of the hole charge, the depth and the permittivities, and not on the dopant. For equal doping, equal magnitude of bending and the same interface structure, let Δ_n and Δ_p be the changes of binding energy between two chosen depths. Then

image part = ½(Δ_n + Δ_p), depletion part = ½(Δ_n − Δ_p).

The bending of 0.60 eV used above cannot serve for both samples here. If the Fermi level lies at the same place in the gap at both interfaces, the two bendings add up to the gap, about 1.1 eV, less the distances of the bulk Fermi levels from their band edges, together about 0.3 eV. Equal bendings are then about 0.4 eV each. With V = 0.40 eV and the same doping, w = 88.1 × (0.40/0.60)^(1/2) = 71.9 nm, and U(4 nm) − U(1 nm) = 0.043 − 0.011 = 0.032 eV. The image part from 1 to 4 nm is 0.023 eV. The model therefore gives Δ_n = +0.055 eV and Δ_p = −0.009 eV. If the two samples have different bending or doping, the depletion parts do not cancel in the sum and must be calculated separately.

**What a measured line averages**

A photoemission line collects signal from many depths. For electrons leaving along the surface normal, let the weight be exp(−z/ℓ), where ℓ is the attenuation length in silicon, and let the first sampled depth be d₀. Attenuation in a uniform metal film multiplies every contribution by the same factor and drops out of the mean. The shift of the line's centre of gravity is

⟨W⟩ = −A [∫_{d₀}^∞ exp(−z/ℓ)/z dz] / [∫_{d₀}^∞ exp(−z/ℓ) dz].

With t = z/ℓ the numerator integral becomes E₁(d₀/ℓ), where E₁(x) = ∫_x^∞ exp(−t)/t dt. The denominator is ℓ exp(−d₀/ℓ). Hence

⟨W⟩ = −(A/ℓ) exp(d₀/ℓ) E₁(d₀/ℓ).

For ℓ = 2 nm and d₀ = 0.5 nm this is −0.0206 eV, the shift of a single hole at 0.0308/0.0206 = 1.5 nm. The mean sampled depth is larger, d₀ + ℓ = 2.5 nm, because the average of 1/z favours shallow atoms. The result depends on the chosen d₀ and on the ideal metal: it is −0.028 eV for d₀ = 0.25 nm and −0.014 eV for d₀ = 1 nm, and for the metal with λ = 0.05 nm it is −0.013 eV at d₀ = 0.5 nm.

If ℓ is much smaller than d₀, the signal comes from near d₀ and ⟨W⟩ tends to −A/d₀. If ℓ is much larger than d₀, E₁(x) ≈ −ln x − 0.577, and

⟨W⟩ ≈ −(A/ℓ)[ln(ℓ/d₀) − 0.577].

A more penetrating measurement thus reduces the image shift, but the logarithm matters: for d₀ = 0.5 nm and ℓ near 2 nm the shift falls only about as ℓ^(−1/2), from −0.028 eV at ℓ = 1 nm to −0.021 eV at 2 nm and −0.014 eV at 4 nm. Averaging also weakens the depth test of the previous section. Raising ℓ from 0.5 to 1, from 1 to 2 and from 2 to 4 nm raises the mean ideal image term by 0.008, 0.008 and 0.0065 eV, and the mean depletion term by 0.007, 0.013 and 0.025 eV, so the steep change seen at single depths does not survive in the averaged line. The spread of W over the sampled depths also makes the line broader and asymmetric, so a fitted peak position need not equal the centre of gravity. In this example the effect of W alone is small: its standard deviation is 0.014 eV, which widens a Gaussian line of 0.3 eV full width by 0.6% and moves its peak about 0.0001 eV from the centre of gravity. The depletion term varies over the same depths in the same direction; W and U together have a standard deviation of 0.038 eV, widen the line by 4% and move its peak about 0.001 eV.

**Other corrections**

Free carriers may screen the deep reference hole. In linear Debye screening its potential changes from e/(4πε₀εr) to the same expression times exp(−r/L). The induced potential at r → 0 is −e/(4πε₀εL), and half of it times e gives

W_deep = −e²/(8πε₀εL).

At 300 K and 10¹⁷ cm⁻³, L = 12.9 nm and W_deep = −0.0048 eV. This is the linear-response value, not a bound: slow carriers would contribute less, while close to the hole the attraction exceeds kT, so electrons with time to respond fully could contribute more. It would reduce the ideal difference between near and deep holes from 0.0308 to 0.0260 eV. The number is rough, since a sphere of radius L contains on average (4π/3)L³N ≈ 0.9 carriers, too few for a smooth screening cloud.

Thermal smearing of the depletion edge can be estimated by replacing V with V − kT, where kT = 0.0259 eV. The true band change over the first nanometre then falls from 0.0135 to 0.0132 eV, which is unimportant here.

The use of a macroscopic ε is reasonable only if the field varies slowly on the atomic scale. The hole-image separation is 2 nm, or 8.5 silicon bond lengths of 0.235 nm. This supports the continuum estimate at 1 nm but does not prove its accuracy. At 0.5 nm the ratio is about 4, and the tabulated −0.0615 eV should be read as a trend.

**Setting the estimate beside a real contact**

The chosen permittivity, doping, bending, screening length and attenuation length are rough typical values for a metal contact on moderately doped silicon with a fairly high barrier. The greatest field in the depletion layer, 0.136 MV/cm, is below silicon's rough breakdown field of a few tenths of a MV/cm. The assumption most plainly broken by real contacts is the sharp, ideal image plane; the two trials above move the 1 nm result to 0.019 or 0.039 eV, and strong screening by gap-state tails could raise it further. Many metals also react with silicon to form silicides. Reacted atoms can have chemical shifts of a few tenths of an eV, larger than the image shift, and an unresolved reacted component would invalidate the reading of the line. For an abrupt contact, a band-bending change of a few hundredths of an eV should not be inferred from near-interface core lines until the image term has been estimated for the depths and the reference actually used. The numerical output below lists the values for this example.

Computed values

```
silicon relative permittivity: 11.7
hole depth: 1.0 nm
e^2/(4 pi eps0): 1.4400 eV nm
image coefficient A: 0.0308 eV nm
ideal-metal shift, formula: -0.0308 eV
ideal-metal shift, Poisson grid: -0.0308 eV
work from stress on metal: 0.0308 eV
clean-surface shift, formula: +0.0259 eV
clean-surface shift, Poisson grid: +0.0259 eV
change on metal deposition: -0.0567 eV
metal screening length lam: 0.05 nm
eps times lam: 0.585 nm
penetrated-metal shift, integral: -0.0188 eV
penetrated-metal shift, Poisson grid: -0.0188 eV
penetrated-metal shift, simple form: -0.0194 eV
ratio penetrated/ideal: 0.610
image-plane displacement: 0.2 nm
shift with displaced plane: -0.0385 eV
donor density: 1.0e+17 cm^-3
band bending: 0.60 eV
depletion width: 88.1 nm
maximum depletion field: 0.136 MV/cm
real band change over hole depth: 0.0135 eV
same with thermal correction: 0.0132 eV
doping giving the image-sized change: 5.24e+17 cm^-3
depletion width at that doping: 38.5 nm
depth 0.5 nm: image -0.0615 eV, n-type depletion +0.0068 eV
depth 1.0 nm: image -0.0308 eV, n-type depletion +0.0135 eV
depth 2.0 nm: image -0.0154 eV, n-type depletion +0.0269 eV
depth 4.0 nm: image -0.0077 eV, n-type depletion +0.0533 eV
apparent upward bending, n-type: 0.631 eV
apparent downward bending, p-type: 0.569 eV
attenuation length: 2.0 nm
first sampled depth: 0.5 nm
depth-averaged ideal shift: -0.0206 eV
temperature: 300 K
thermal energy: 0.0259 eV
Debye length: 12.9 nm
carrier shift of deep hole, upper bound: -0.0048 eV
silicon bond length: 0.235 nm
hole-image separation / bond length: 8.5
```
